# Where to Place the Dipole Poles for an 80 nm Grating

## Problem

A mask carries a grating of long parallel lines. Its image is to have a pitch of 80 nm, with lines and spaces of 40 nm each. The vacuum wavelength is 193 nm and the numerical aperture of the immersion lens is 1.35. The mask is lit by a dipole source: two equal, mutually incoherent poles on opposite sides of the optical axis, placed along the direction perpendicular to the lines.

(a) At what distance from the centre of the pupil should the poles lie, if the contrast of the image is not to depend on defocus?

(b) What happens at a defocus of 100 nm if the poles are placed at 0.85 of the pupil radius instead?

(c) Real poles have a finite size. Does this change the best centre, and how large may a circular pole be?

**Conventions.** All lengths are measured at the scale of the image. The lines run along $y$, the pattern repeats along $x$ with pitch $p$, and $z$ is the distance from best focus along the direction of the light. With $k_0=2\pi/\lambda$, a plane wave with transverse wave number $k_x$ has the pupil coordinate

$$u=\frac{k_x}{k_0\,\mathrm{NA}},$$

so that the lens passes waves with $|u|\le 1$. A pole centre is given by the coordinate $s>0$ of its undiffracted light; the other pole is at $-s$.

**Model.** The mask is thin and binary, and the lens has no aberrations. The image forms in a medium of refractive index $n=1.44$, a round model value. The electric field is parallel to the lines, so the fields of different orders add as scalars. Reflections, the response of the resist and the dependence of wave amplitude on angle in a high-aperture lens are left out.

## First estimate by scaling

A pattern of pitch $p$ has the wave number $2\pi/p$. The largest transverse wave number that the lens passes is $2\pi\,\mathrm{NA}/\lambda$. Their ratio sets the scale of any pupil distance connected with the grating:

$$\frac{2\pi/p}{2\pi\,\mathrm{NA}/\lambda}=\frac{\lambda}{p\,\mathrm{NA}}=\frac{193}{80\times1.35}=1.787 .$$

This cannot itself be the pole position, because it lies outside the pupil. It is the distance between neighbouring diffraction orders. An image with any modulation needs at least two orders, and these must fit into a pupil whose diameter is 2. A separation of 1.787 nearly fills that diameter, so the two orders must sit close to opposite edges. The first estimate is therefore

$$s\approx 1,\quad\text{or somewhat less.}$$

The room left over is $2-1.787=0.213$, so the estimate can be too high by at most this amount. Scaling does not say where in this range the pole should go. For that, the effect of defocus has to be worked out.

## Exact solution within the model

### Which orders reach the image

The grating adds a multiple of $2\pi/p$ to the transverse wave number of the incoming light. For a point source at $s$, order $m$ has

$$k_x=k_0\,\mathrm{NA}\,s+\frac{2\pi m}{p}.$$

Division by $k_0\,\mathrm{NA}$ gives its pupil coordinate:

$$u_m=s+m\,\frac{\lambda}{p\,\mathrm{NA}}=s+2m\sigma_0,\qquad \sigma_0\equiv\frac{\lambda}{2p\,\mathrm{NA}} .$$

At this point $\sigma_0$ is just a name for half the order spacing.

With light on the axis, $s=0$, the first orders fall at $\pm1.787$ and are blocked. Order 0 arrives alone, the intensity is uniform, and the contrast is zero.

For a pole at $s>0$, order 0 passes if $s\le1$. Order $-1$ passes if $s-2\sigma_0\ge-1$. Both conditions hold when

$$2\sigma_0-1\le s\le1,\qquad\text{that is}\qquad 0.787\le s\le 1 .$$

Within this window, order $+1$ lies at $s+1.787>1$ and order $-2$ at $s-3.574<-1$. Both are blocked, and so are all orders further out. The image is formed by two waves.

### The two amplitudes

Let $x=0$ be the middle of a clear space. The transmission is 1 for $|x|<p/4$ and 0 elsewhere in the period. Its Fourier coefficients are

$$a_0=\frac1p\int_{-p/4}^{p/4}dx=\frac12,\qquad
a_{\pm1}=\frac1p\int_{-p/4}^{p/4}e^{\mp2\pi i x/p}\,dx=\frac{\sin(\pi/2)}{\pi}=\frac1\pi .$$

Both are real and positive. In what follows $a_1=1/\pi=0.3183$ stands for either first-order coefficient.

### Defocus with one pole

In the medium every plane wave has a wave vector of length $k_0n$. Its axial component is therefore

$$k_z(u)=k_0\sqrt{n^2-\mathrm{NA}^2u^2},$$

which is real throughout the pupil because $n>\mathrm{NA}$. The field from the pole at $+s$ is

$$E_+=a_0\,e^{i[k_0\mathrm{NA}\,s\,x+k_z(s)z]}+a_1\,e^{i[k_0\mathrm{NA}(s-2\sigma_0)x+k_z(s-2\sigma_0)z]} .$$

The phase of the first wave minus that of the second is $2k_0\,\mathrm{NA}\,\sigma_0x+\Delta z$, with

$$\Delta=k_z(s)-k_z(s-2\sigma_0).$$

From the definition of $\sigma_0$, $2k_0\,\mathrm{NA}\,\sigma_0=2\pi/p$. The intensity is then

$$I_+=|E_+|^2=a_0^2+a_1^2+2a_0a_1\cos\!\left(\frac{2\pi x}{p}+\Delta z\right).$$

One pole alone keeps its contrast at any defocus, but its fringes move. The bright fringe that starts at $x=0$ is found where the argument of the cosine vanishes:

$$x_+=-\frac{p\,\Delta z}{2\pi}.$$

This has a simple geometrical meaning. The two wave vectors have equal length, so their difference is perpendicular to their sum. The fringes are planes perpendicular to the difference, and hence they run along the bisector of the two rays. If the bisector is tilted from the axis, the fringes are tilted too.

### Defocus with two poles

The pole at $-s$ sends order 0 to $-s$ and order $+1$ to $-s+2\sigma_0$. The transverse phase difference changes sign. The axial one does not, because $k_z$ depends on $u^2$. Thus

$$I_-=a_0^2+a_1^2+2a_0a_1\cos\!\left(-\frac{2\pi x}{p}+\Delta z\right)
=a_0^2+a_1^2+2a_0a_1\cos\!\left(\frac{2\pi x}{p}-\Delta z\right).$$

These fringes move the opposite way. The poles are mutually incoherent, so their intensities are added. With $\cos(A+B)+\cos(A-B)=2\cos A\cos B$, the average is

$$I=\frac{I_++I_-}{2}=a_0^2+a_1^2+2a_0a_1\cos(\Delta z)\cos\frac{2\pi x}{p}.$$

The contrast, defined as $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, follows by setting the last cosine to $+1$ and $-1$:

$$C=C_0\,|\cos(\Delta z)|,\qquad C_0=\frac{2a_0a_1}{a_0^2+a_1^2}=\frac{0.3183}{0.2500+0.1013}=0.906 .$$

In focus, every $s$ inside the window gives this same contrast within the model. This rests on leaving out the dependence of wave amplitude on angle, which is not small at this aperture. With the usual factor $\sqrt{\cos\theta_{\text{mask}}/\cos\theta_{\text{image}}}$ for each order and a reduction of 4, the contrast in focus runs from about 0.99 at $s=0.79$ through 0.945 at $s=0.85$ to about 0.76 at $s=1$. It equals 0.906 where the two orders are symmetric about the axis. The factor $|\cos(\Delta z)|$ is not affected. The choice of $s$ matters because of defocus.

### The condition for the pole centre

For $C$ to be independent of $z$, $\Delta$ must vanish. To find where it does, multiply and divide $\Delta$ by the sum of the two axial wave numbers:

$$\Delta=\frac{k_z^2(s)-k_z^2(s-2\sigma_0)}{k_z(s)+k_z(s-2\sigma_0)}
=\frac{k_0^2\mathrm{NA}^2\left[(s-2\sigma_0)^2-s^2\right]}{k_z(s)+k_z(s-2\sigma_0)} .$$

The bracket equals $-4\sigma_0s+4\sigma_0^2=4\sigma_0(\sigma_0-s)$, so

$$\Delta=\frac{4k_0^2\,\mathrm{NA}^2\,\sigma_0\,(\sigma_0-s)}{k_z(s)+k_z(s-2\sigma_0)} .$$

The denominator is positive. Hence $\Delta=0$ has the single solution $s=\sigma_0$, and the answer to part (a) is

$$s=\sigma_0=\frac{\lambda}{2p\,\mathrm{NA}}=\frac{193}{2\times80\times1.35}=\frac{193}{216}=0.8935\approx0.89 .$$

The orders from the pole at $+\sigma_0$ then sit at $+0.8935$ and $-0.8935$. They make equal angles with the axis, gather equal phase in defocus, and produce fringes parallel to the axis. The index $n$ has dropped out of the position; it affects how fast contrast is lost when the position is wrong.

A numerical search, using an image summed directly from plane waves, looked for the pole centre with the highest contrast at 100 nm defocus. It also gives 0.8935, as the numerical output shows.

### Part (b): poles at 0.85

Order $-1$ now lies at $0.85-1.787=-0.937$, further from the axis than order 0. The axial wave numbers in units of $k_0$ are

$$\sqrt{1.44^2-1.35^2\times0.850^2}=0.870,\qquad
\sqrt{1.44^2-1.35^2\times0.937^2}=0.688 .$$

Their difference, 0.182, times $k_0=2\pi/193$ per nm gives $\Delta=0.00592$ rad/nm. At $z=100$ nm the phase error is 0.592 rad. The fringes of the pole at $+s$ move by

$$x_+=-\frac{80\times0.592}{2\pi}=-7.5\ \text{nm},$$

and those of the other pole by $+7.5$ nm. The contrast of the sum is

$$C=0.906\times\cos(0.592)=0.906\times0.830=0.752 .$$

The loss is 17 percent of the contrast in focus. Each pole still prints sharp fringes; the loss comes from adding two patterns that are 15 nm out of step. The contrast first reaches zero when $\Delta z=\pi/2$, at $z=1.571/0.00592\approx265$ nm, where the two patterns are half a pitch apart.

For small misplacements, both terms in the denominator of $\Delta$ may be replaced by their value at $\sigma_0$. This gives the linear law

$$\Delta\approx g\,(\sigma_0-s),\qquad g=\frac{2k_0\,\mathrm{NA}^2\sigma_0}{\sqrt{n^2-\mathrm{NA}^2\sigma_0^2}}\approx0.135\ \text{rad/nm}.$$

For $s=0.85$ it yields $0.135\times0.0435=0.0059$ rad/nm, about 1 percent below the full value before rounding.

### Part (c): poles of finite size

Consider a circular pole of radius $r$ centred at $c$. Each of its points forms its own two-wave image, and the intensities add. The contrast is therefore $C_0$ times the magnitude of the average of $\cos(\Delta z)$ over the pole, provided that both orders pass for every point.

A source point with a coordinate $v$ along $y$ has $u^2$ replaced by $u^2+v^2$ in $k_z$. The $v^2$ cancels in the numerator of $\Delta$ and changes the denominator at second order, so the linear law still holds to leading order. For small phase errors, $\cos(\Delta z)\approx1-\tfrac12(\Delta z)^2$, and

$$C\approx C_0\left[1-\tfrac12 g^2z^2\,\big\langle(s-\sigma_0)^2\big\rangle\right].$$

Write $s=c+\delta$, where $\delta$ averages to zero over the disc. The mean square distance from the centre of a uniform disc is $r^2/2$, shared equally between two directions, so $\langle\delta^2\rangle=r^2/4$. Then

$$\big\langle(s-\sigma_0)^2\big\rangle=(c-\sigma_0)^2+\frac{r^2}{4}.$$

The first term vanishes at $c=\sigma_0$; the second does not depend on $c$. To this order the best centre is unchanged, and the size of the pole adds a loss of its own. A numerical search without the small-phase approximation, for $r=0.05$ and $z=100$ nm, again places the best centre at 0.8935.

With $gz\approx13.5$, the expansion predicts for the ideal centre

$$C\approx0.906\left[1-\tfrac12(13.5)^2\times\frac{0.05^2}{4}\right]\approx0.854 .$$

The full sum gives 0.853. It represents each pole by a grid of 81 points, for which $\langle\delta^2\rangle$ is $0.260\,r^2$ instead of $0.250\,r^2$. This makes the computed loss too large by about 0.002 and accounts for the small difference; the neglected terms act the other way and are smaller, about 0.0003. For a uniform disc the full sum is 0.855, and the expansion without rounding gives 0.8546. With the same grid of points centred at 0.85 the contrast falls to 0.702; for a uniform disc it is 0.704.

The largest pole follows from geometry. Diffraction copies the disc to the centre $c-2\sigma_0$, and both discs must lie inside the unit circle:

$$r\le1-c\qquad\text{and}\qquad r\le1-(2\sigma_0-c).$$

The two right-hand sides add up to $2-2\sigma_0$, so the smaller one cannot exceed $1-\sigma_0$. It reaches this value when they are equal, at $c=\sigma_0$. The largest radius for which both orders pass from every point of the pole is thus $1-0.8935=0.1065$. This is a limit set by the pupil, not a recommended size: the loss through defocus grows as $r^2$, and at this radius the expansion above gives a contrast of only about 0.67 at 100 nm (the full sum over the disc gives 0.68). For a pole centred at 0.85 the second condition limits it to 0.063. The ideal centre for defocus is also the centre that admits the largest pole.

## Comparison of the two

The scaling estimate $s\approx1$ exceeds the exact position by 0.1065, or 12 percent of 0.8935. It found the right region because the order spacing nearly fills the pupil. The bare scale $\lambda/(p\,\mathrm{NA})$ is too large by a factor of two, and the exact solution shows why: the two orders share the spacing equally, one half on each side of the axis.

An error of 12 percent in position is not harmless here. For a pole at the very edge, $s=1$, the orders lie at $1$ and $-0.787$. The axial wave numbers are then $0.501k_0$ and $0.972k_0$, and the phase error at 100 nm has the magnitude

$$|\Delta|z=\frac{2\pi}{193}\times0.471\times100\approx1.53\ \text{rad}.$$

This is close to $\pi/2$, and the contrast drops to about 0.03. The estimate is good enough to obtain an image in focus, but not to keep it through defocus.

The range found by scaling does contain the exact answer in a hidden form. The midpoint of the window is $(0.787+1)/2=0.8935$. This is no accident: replacing $s$ by $2\sigma_0-s$ exchanges the distances of the two orders from the axis, so a symmetric pupil must give a window symmetric about $\sigma_0$.

### Range of validity

The pole must lie inside the pupil. The condition $\sigma_0\le1$ requires

$$p\ge\frac{\lambda}{2\,\mathrm{NA}}=\frac{193}{2.7}\approx71.5\ \text{nm}.$$

As the pitch approaches this limit, the permitted pole radius $1-\sigma_0$ shrinks to zero. At 80 nm the grating is already near it, which is why the pole has to be small.

At large pitch the two-wave picture fails. With $s=\sigma_0$ the next orders, $+1$ and $-2$, lie at $\pm3\sigma_0$. They stay outside while $3\sigma_0>1$, that is, for $p<3\lambda/(2\,\mathrm{NA})\approx214$ nm. Beyond this pitch both positions lie inside the pupil. Order $-2$ carries no light when lines and spaces are equal, because its coefficient is $\sin(\pi)/(2\pi)=0$. Order $+1$ does carry light. It travels at a different angle to the axis than orders $0$ and $-1$, gathers a different phase, and makes the image depend on defocus even for poles at $\sigma_0$.

The thin-mask coefficients are an idealization. At the usual reduction of 4 the openings on the mask are 160 nm wide, less than the wavelength. A rigorous diffraction calculation for model absorbers 47 to 70 nm thick gives a first-order amplitude of 0.69 to 0.75 of the zero-order one, instead of $2/\pi=0.637$, and a phase difference $\varphi$ of 0.2 to 0.3 rad between the orders. The factor $\cos(\Delta z)$ then becomes $\cos(\Delta z+\varphi)$. The contrast is still independent of defocus at $s=\sigma_0$, but its value differs from 0.906, and the loss $\cos\varphi$ cannot be removed there by refocusing.

Polarization affects the contrast but not the pole position at which $\Delta$ vanishes. At the ideal centre each ray makes an angle $\theta$ with the axis, where $\sin\theta=\mathrm{NA}\,\sigma_0/n=0.838$ and $\theta\approx57^\circ$. If the electric field lay in the plane of the two rays, the field vectors would enclose the angle $2\theta$. The interference term would be multiplied by $\cos2\theta=1-2\sin^2\theta\approx-0.40$: weaker fringes, with bright and dark exchanged. This value belongs to $n=1.44$. In a medium of index near 1.7, as in a resist, $\theta\approx45^\circ$ and the factor is close to zero, so these fringes almost vanish. The assumed field parallel to the lines avoids this. For points of a finite pole away from the $x$ axis the field cannot be strictly parallel to the lines, and there the scalar sum is an approximation.

## Numbers as computed

```
wavelength: 193 nm
pitch: 80 nm
space width: 40 nm
numerical aperture: 1.35
index of immersion medium (model value): 1.44
defocus: 100 nm
order spacing in pupil: 1.7870 pupil radii
ideal dipole centre, formula: 0.8935 pupil radii
best centre, search, point poles: 0.8935 pupil radii
best centre, search, finite poles: 0.8935 pupil radii
order -1 for pole at ideal centre: -0.8935 pupil radii
two-beam window, lower edge: 0.7870 pupil radii
two-beam window, upper edge: 1 pupil radius
mask coefficient a0: 0.5000
mask coefficient a1: 0.3183
contrast in focus C0: 0.9060
contrast, on-axis point source: 0.0000
contrast at defocus, ideal centre: 0.9060
misplaced centre: 0.85 pupil radii
order -1 for misplaced pole: -0.9370 pupil radii
delta for misplaced pole: 0.005923 rad/nm
phase error at defocus: 0.5923 rad
cosine of phase error: 0.8296
fringe shift, pole at +s: -7.542 nm
fringe shift, pole at -s: 7.542 nm
contrast at defocus, misplaced centre: 0.7517
finite pole radius: 0.05 pupil radii
finite pole, ideal centre, in focus: contrast 0.9060
finite pole, ideal centre, at defocus: contrast 0.8529
finite pole, misplaced, at defocus: contrast 0.7016
largest pole radius at ideal centre: 0.1065 pupil radii
largest pole radius at misplaced centre: 0.0630 pupil radii
```
